Gradient couplings in a hard-wall film with one rough wall

**A wedge**

Take an electron between a flat wall at z = 0 and a tilted wall at z = W(x), with W = L + sx and W > 0. The lowest standing waves adapted to the thickness at x are

η_n(z;W) = √(2/W) sin(nπz/W).

Their normal kinetic energy is the local-thickness energy

E_n(W) = c_z n²π²/W², with c_z = ħ²/(2m_z).

The wave also changes along x, because it stretches as the film thickens. Its dependence on W sits in the prefactor and in the argument of the sine, so

∂_xη_n = −(s/W)(z∂_z + 1/2)η_n.

This lateral variation costs kinetic energy even if the amplitude multiplying η_n does not vary. With c_t = ħ²/(2m_t), the cost is c_t(s²/W²)K_nn, where

K_nn = ∫₀^W [(zη_n′)² + zη_nη_n′ + η_n²/4] dz.

The last term gives 1/4. The middle term is half the integral of z(η_n²)′, which by parts is −1/2. With t = z/W, the first term is

2n²π² ∫₀¹ t²cos²(nπt) dt = n²π²[1/3 + 1/(2n²π²)] = n²π²/3 + 1/2.

Hence K_nn = n²π²/3 + 1/4, or 3.54 for n = 1. The local-thickness energy does not contain this cost. Nor does it contain a second effect: ∂_xη_1 has components along η_2, η_3 and the other modes, so lateral motion mixes subbands.

**The general film and the equation to be derived**

Let r = (x,y) and W(r) = L + h(r). The height is single-valued, bounded above, and bounded below by a positive number. The masses m_z and m_t are constant, with m_t isotropic in the plane and the principal axes along the film. The walls are infinitely high and there is no other potential. Fields either decay at large |r| or are periodic. In this section and the next two, neither h nor its slope is assumed small.

Define g = ∇W/W, where ∇ acts in the plane. The subband amplitudes F_n(r) will be shown to obey

−c_t∇²F_m + E_m(W)F_m + c_t Σ_n [G_mn(∇·g + g·∇) + K_mn g²]F_n = E F_m. (1)

Here ∇ acts on everything to its right, so (∇·g)F means ∇·(gF). The local-thickness approximation keeps the first two terms. The sum contains the omitted couplings.

**First derivation: flatten the wall**

Introduce

u = Lz/W(r), ψ(r,z) = √(L/W) φ(r,u).

The rough wall becomes u = L. Since dz = (W/L)du, the square root makes ∫|ψ|²dz = ∫|φ|²du, so the norm is preserved at each r.

The normal derivative gains a factor L/W:

∂_zψ = √(L/W)(L/W)∂_uφ.

An in-plane derivative at fixed z acts on the prefactor, on the explicit r in φ, and on u. The two extra contributions follow from

∂_i√(L/W) = −(g_i/2)√(L/W), ∂_iu = −u g_i.

Therefore

∂_iψ = √(L/W)(∂_i − g_iG)φ, G = u∂_u + 1/2.

The result has the same form as ψ itself, so a second derivative repeats the rule. The mapped Hamiltonian is

H = −c_z(L/W)²∂_u² − c_t(∇ − gG)². (2)

G commutes with ∇ and with g, because it acts on u alone. Expanding the square in order gives

−c_t(∇ − gG)² = −c_t∇² + c_t(∇·g + g·∇)G − c_t g²G².

Now write φ = Σ_n F_n(r)χ_n(u), with χ_n = √(2/L) sin(nπu/L). The normal term gives E_n(W). For the others, define

G_mn = ∫₀^L χ_m Gχ_n du, K_mn = −∫₀^L χ_m G²χ_n du.

Integration by parts gives ∫fGk du = −∫(Gf)k du whenever ufk vanishes at both ends. This makes G_mn antisymmetric, so G_nn = 0. It also gives K_mn = ∫(Gχ_m)(Gχ_n)du, because χ_m vanishes at u = L even though Gχ_n does not.

For m ≠ n, put t = u/L and use the product formula for sine and cosine:

G_mn = nπ∫₀¹ t[sin((m+n)πt) + sin((m−n)πt)]dt.

Since ∫₀¹ t sin(pπt)dt = −(−1)^p/(pπ) for a nonzero integer p,

G_mn = −(−1)^(m+n) n[1/(m+n) + 1/(m−n)]
= (−1)^(m+n) 2mn/(n² − m²). (3)

For K_mn with m ≠ n, the terms containing χ_mχ_n and u(χ_mχ_n)′ integrate to zero by orthogonality. What remains is

K_mn = mnπ²∫₀¹ t²[cos((m−n)πt) + cos((m+n)πt)]dt.

With ∫₀¹ t²cos(pπt)dt = 2(−1)^p/(p²π²),

K_mn = (−1)^(m+n) 4mn(m² + n²)/(m² − n²)².

The diagonal value is the wedge integral already found. Projecting (2) on χ_m gives (1).

**Second derivation: follow the local modes**

Now stay in the original coordinates and begin from the energy functional

𝓔 = ∫d²r ∫₀^W dz [c_t|∇ψ|² + c_z|∂_zψ|²].

At each r the local modes η_n are complete and orthonormal. Put ψ = Σ_n F_n(r)η_n(z;W(r)). The normal part is ∫Σ_n E_n(W)|F_n|²d²r. The in-plane gradient is

∇ψ = Σ_n [η_n∇F_n + F_n(∇W)η̇_n], η̇_n = ∂η_n/∂W.

The overlaps d_mn = ∫₀^W η_mη̇_n dz follow from the response of a standing wave to a moving wall. Differentiate −c_zη_n″ = E_nη_n with respect to W:

−c_zη̇_n″ = E_nη̇_n + (dE_n/dW)η_n.

Multiply by η_m and integrate by parts twice. The boundary term contains η̇_n(W). Because η_n vanishes at the wall for every W, the total derivative of that condition gives η̇_n(W) = −η_n′(W). The result is

(E_m − E_n)d_mn − c_zη_m′(W)η_n′(W) = (dE_n/dW)δ_mn. (4)

For m = n this is the force on the wall, dE_n/dW = −c_z[η_n′(W)]². For m ≠ n, insert η_n′(W) = √(2/W)(nπ/W)(−1)^n:

d_mn = (1/W)(−1)^(m+n) 2mn/(m² − n²) = −G_mn/W.

Normalization gives d_nn = 0. By completeness,

∫₀^W η̇_mη̇_n dz = Σ_l d_lm d_ln = (1/W²)Σ_l G_lmG_ln = K_mn/W².

The last equality is the same completeness relation applied to ∫(Gχ_m)(Gχ_n)du. The lateral energy becomes

c_t∫d²r {Σ_n|∇F_n|² − Σ_mn G_mn[(g·∇F_m*)F_n + c.c.] + g²Σ_mn K_mnF_m*F_n}.

Vary F_m*. The first cross term, integrated by parts, gives +G_mn∇·(gF_n). In its complex conjugate, exchange the labels and use G_nm = −G_mn; this gives +G_mn g·∇F_n. The result is again (1).

**What the two derivations assume**

The first uses the operator twice on the wave function, so I take W to be twice differentiable. It gives the full operator (2) before any basis is chosen. The second needs a complete set of local modes and distinct energies E_m ≠ E_n, which the hard-wall modes have. Its energy functional needs only a bounded slope, so it also admits a wall with corners. It ties the mixing of subbands directly to the force on the wall.

Both fail for an overhang, where W has several values. A vertical step is also outside them. If a step of height s is replaced by a ramp of width w, ∫g²dx grows roughly as s²/(L²w), so the separate slope terms diverge as w → 0.

**Scattering at first order in height**

Now let |h| ≪ L, and consider scattering from subband n, wavevector k, to subband m, wavevector k′. Put q = k′ − k, and let h_q be the Fourier component of h. To first order g = ∇h/L, so g_q = iqh_q/L. The derivative combination in (1) gives

i(k′ + k)·g_q = −(k′² − k²)h_q/L.

The intersubband matrix element is therefore

M_mn = −c_t(k′² − k²)G_mn h_q/L. (5)

For elastic scattering c_t(k′² − k²) = E_n − E_m, and (3) gives

M_mn = −(−1)^(m+n) 2√(E_mE_n) h_q/L. (6)

By (4), this equals −c_zχ_m′(L)χ_n′(L)h_q, the wall-derivative matrix element. For m = n, G_nn is zero and the local energy supplies (dE_n/dL)h_q = −2E_nh_q/L, again (6). The local-thickness model thus has the correct first-order scattering within a subband and no scattering between subbands.

A small slope does not by itself make the missing part small, because (5) multiplies the slope by the lateral wavevectors. The suppression comes from the spectrum: a transition requires |q| ≥ |k′ − k|, with magnitudes on the right, and a smooth wall has little weight there. Away from energy conservation, (5) differs from the wall-derivative element by

−(G_mnh_q/L)[c_t(k′² − k²) + E_m − E_n].

This difference belongs to the change of frame and vanishes on shell.

**Energy shift at second order**

For h = a cos(qx), the mean square height is ⟨h²⟩ = a²/2. Consider the bottom of subband 1, with ε = c_tq² and Δ_m = E_m − E_1. The local model has two second-order terms, from the curvature of E_1(W) and from virtual scattering inside subband 1:

δE_local = (E_1⟨h²⟩/L²)(3 − 4E_1/ε).

The diagonal slope energy adds εK_11⟨h²⟩/L². Virtual intersubband transitions lower the energy. By (5) their matrix elements are −εG_m1h_±q/L and their energy denominators are −(Δ_m + ε). Using K_11 = Σ_m G_m1²,

δE_grad = (⟨h²⟩/L²)Σ_m G_m1²[ε − ε²/(Δ_m + ε)]
= (⟨h²⟩/L²)Σ_m G_m1² εΔ_m/(Δ_m + ε). (7)

For ε ≪ Δ_2, this approaches the diagonal slope energy alone. Otherwise the cancellation matters.

The sum has a closed form, found by expanding the wall condition in the original coordinates. At first order ψ_1(L) = −hχ_1′(L), so

ψ_1 = −χ_1′(L) h(x) sinh(κz)/sinh(κL), κ² = (m_z/m_t)q² − π²/L².

Let f(z) be the x-average of the second-order correction. Since χ_1″(L) = 0, its wall value is

f(L) = −⟨hψ_1′(L)⟩ = ⟨h²⟩χ_1′(L)κ coth(κL).

Multiplying −c_zf″ − E_1f = δEχ_1 by χ_1 and integrating by parts gives δE = c_zχ_1′(L)f(L). With c_z[χ_1′(L)]² = 2E_1/L, the total shift is 2E_1⟨h²⟩κ coth(κL)/L. Subtracting δE_local leaves

δE_grad = (E_1⟨h²⟩/L²)[2κL coth(κL) − 3 + 4E_1/ε]. (8)

If κ is imaginary, κL coth(κL) becomes |κ|L cot(|κ|L). At large q, (8) grows as q, whereas the diagonal slope energy alone grows as q². This second-order result requires the wall displacement to be small against the decay length, |κ|a ≪ 1. At long periods it also requires E_1a/L ≪ ε, so that virtual scattering inside subband 1 stays weak.

**A sinusoidal wall in numbers**

Take L = 4 nm, m_z = 0.92 and m_t = 0.19 free-electron masses. Then c_z = 0.0414 eV nm², c_t = 0.2005 eV nm², E_1 = 25.5 meV and E_2 = 102.2 meV. Let a = 0.15 nm and the period be 8 nm, so q = 0.785 nm⁻¹ and ε = 0.124 eV. This exceeds the subband spacing of 0.077 eV, so the diagonal slope energy should not suffice.

Diagonalizing (1) with 30 subbands and 13 plane waves gives these ground-state energies:

- local thickness: 25.585 meV
- with the diagonal slope term added: 25.893 meV
- with all gradient terms: 25.765 meV

The omitted terms raise the local result by 0.180 meV. The diagonal term alone raises it by 0.308 meV, about 1.7 times as much. Equation (8), with κL = 6.16, gives

25.5 meV × 0.15²/(2 × 4²) × (12.32 − 3 + 0.83) = 0.182 meV.

An independent solution in the original coordinates superposes waves that satisfy the bulk equation and makes their sum vanish on the curved wall. It also gives 25.765 meV.

The first-order coupling shows up as a gap. The state in subband 1 at k and that in subband 2 at k − q have equal unperturbed energy when

k = [(E_2 − E_1)/c_t + q²]/(2q) = 0.636 nm⁻¹.

With h_±q = a/2, (6) predicts a splitting 2a√(E_1E_2)/L. For a reduced amplitude a = 0.02 nm and the same period, this is 0.511 meV. The original-coordinate solution gives 0.511 meV too. The local-thickness model has no coupling that could open this gap.

**Random roughness**

Let the height correlation be σ²exp(−r²/Λ²), with σ = 0.2 nm and Λ = 2 nm. Its spectrum is S(q) = πσ²Λ²exp(−q²Λ²/4), and its mean square slope is 4σ²/Λ² = 0.04, an rms slope of 0.2. The mean diagonal slope energy is

c_tK_11(0.04)/L² = 1.77 meV.

Averaging (8) numerically over the spectrum gives a net gradient shift of 0.77 meV. For comparison, the rms fluctuation of the local energy, 2E_1σ/L, is 2.55 meV. The 0.77 meV is a leading-order estimate: rescaling the plane to make the mass isotropic raises the rms slope to 0.44, whose square is 0.19.

For scattering, the golden rule with spectrum S gives

1/τ_mn = [2√(E_mE_n)/L]² S̄/(2ħc_t),

where S̄ is S averaged over the final direction:

S̄ = πσ²Λ² exp[−(k² + k′²)Λ²/4] I_0(kk′Λ²/2).

Here I_0 is the modified Bessel function. An electron in subband 1 with 0.1 eV of in-plane energy has k = 0.706 nm⁻¹. It can remain in subband 1 or enter subband 2 with k′ = 0.341 nm⁻¹. With the first-order couplings (6), the two rates are

- within subband 1, retained: 1.4 × 10¹¹ s⁻¹
- from subband 1 to 2, omitted: 7.1 × 10¹¹ s⁻¹

Their ratio is 4.9. The squared coupling contributes E_2/E_1 = 4, and the spectral average the remaining factor 1.23. These are total scattering rates, not momentum-relaxation rates. At 300 K, a nondegenerate population in subband 1 has a fraction exp[−(E_2 − E_1)/kT] = 0.05 above the threshold. The omission is therefore severe for hot carriers, but this ratio cannot be applied to the whole equilibrium population.

The correlation function matters. For σ²exp(−√2 r/Λ), the spectrum falls as q⁻³ at large q. The mean square slope, proportional to ∫q³S(q)dq, then grows linearly with the upper cutoff. The net shift from (8) still grows logarithmically. Both estimates then need a cutoff. The logarithm is a failure of second order, not a property of the film: at short periods |κ|a is no longer small, and the exact hard-wall energy can never exceed that of a flat film that fits inside the rough one.

**Relation to an ultrathin silicon channel**

These masses, thickness and roughness are rough typical values for a very thin silicon channel with its normal along a cubic axis; silicon matters here because m_z/m_t is large. Real barriers are finite. With 3 eV barriers of mass 0.5 on both sides, a finite-well calculation lowers E_1 to 23.5 meV and multiplies the intrasubband rate by 0.77, through the square of dE_1/dL. A nonparabolicity of 0.5 eV⁻¹, applied to the whole kinetic energy, lowers both rates by about 15% at the total energy used above and leaves their ratio almost unchanged. A transverse field of 0.1 MV/cm couples subbands 1 and 2 by 16eFL/(9π²) = 7 meV, against their 77 meV spacing. Even this changes the intrasubband rate by about a factor of two, because the rate goes as the fourth power of the mode's slope at the rough wall. The rate rises if the field pushes the electron toward that wall and falls if it pushes the electron away. At 1 MV/cm the coupling would be comparable with the spacing, and the flat-bottom modes would be a poor starting point. With hard walls the other four valleys begin at 124 meV and hold about 0.1 times the population of the lowest two at 300 K. Their light normal mass makes them much more sensitive to the barrier: with the 3 eV barriers above they begin near 85 meV and the ratio rises to about 0.4. The remaining estimates use hard walls. At a sheet density of 10¹² cm⁻², the occupation at the band bottom is about 0.19 when the higher subbands and the other valleys are included (about 0.15 with the finite barriers), so degeneracy is modest. If a single gate supplies this charge, however, its field is about 0.15 MV/cm at the film surface next to the gate and falls to zero across the film. A self-consistent calculation then multiplies the flat-bottom intrasubband rate by about 2 for roughness at the wall next to the gate, and by about 0.6 for roughness at the far wall. The ratio of squared couplings, 4 for flat-bottom modes, becomes about 3 and 5 respectively. Screening at this density, with a relative permittivity near 12 throughout, would multiply the intrasubband scattering strength by about 0.9 at q = 1.0 nm⁻¹ and 0.6 at 0.5 nm⁻¹ if every occupied subband felt the same wall perturbation as subband 1. Subband 2 and the other valleys couple to the wall four to five times more strongly. Giving each its own coupling 2E_n/L, still with intrasubband polarization only, lowers these factors to about 0.8 and 0.4. Screening is weaker at the larger q for three reasons: the Coulomb interaction in a plane falls as 1/q, the charge is spread over the film thickness, and the thermal electrons respond less at short wavelengths. Phonons and roughness of the second interface are absent, so the rates above are not a prediction of device mobility.
